# Normal Relaxation of a Coherent Film on an Arbitrary Crystal Plane

## A film that is not allowed to shear

Take a cubic film with stiffness constants $C_{11}=160$, $C_{12}=60$ and $C_{44}=80$ GPa, grown coherently on a (123) plane and compressed by 1% in every in-plane direction. These are round model values. Suppose that the film responds only by stretching along the surface normal, and choose the stretch that removes the normal stress. The outer surface then still carries a shear traction of 175 MPa. Nothing outside the film can supply it, so the assumed state is not in equilibrium. Its normal strain is wrong, its energy is too high, and it misses a sideways lean of the lattice.

The fault lies in the number of unknowns. A coherent interface fixes how the displacement changes along the plane. It leaves free how all three displacement components change along the normal. These three numbers are found below, first from forces and then from energy.

## What coherence fixes

The film is thin, flat and laterally extended, and the substrate is thick enough to be treated as rigid. Strains are small, and stress is linear in strain. The displacement $\mathbf u$ is measured from the stress-free film crystal, turned so that its contact plane is parallel to the interface. The unit normal $\mathbf n$ points out of the film. Repeated indices are summed unless stated otherwise, and

$$H_{ij}=\frac{\partial u_i}{\partial x_j},\qquad \sigma_{ij}=C_{ijkl}H_{kl}.$$

The symmetry $C_{ijkl}=C_{ijlk}$ makes the stress depend on the symmetric part of $H$, the strain. Also $C_{ijkl}=C_{jikl}$, because the stress is symmetric.

Let $\mathbf f_1,\mathbf f_2$ be two in-plane lattice vectors of the free film, and $\mathbf s_1,\mathbf s_2$ the substrate vectors they must match. Define in-plane dual vectors by $\mathbf f^\alpha\cdot\mathbf f_\beta=\delta_{\alpha\beta}$. The tangential part of the gradient is

$$G=\sum_{\alpha=1}^{2}(\mathbf s_\alpha-\mathbf f_\alpha)\otimes\mathbf f^\alpha .$$

Indeed $G\mathbf f_\beta=\mathbf s_\beta-\mathbf f_\beta$, as matching requires, and $G\mathbf n=0$ because the dual vectors lie in the plane. Any gradient with this tangential part has the form

$$H=G+\mathbf b\otimes\mathbf n,\qquad b_i=H_{ij}n_j=\frac{\partial u_i}{\partial x_n}. \tag{1}$$

The component of $\mathbf b$ along $\mathbf n$ is the normal strain. The other two describe shear of the film over the interface.

## First derivation: balance of forces

Away from the film edges, $H$ can depend only on the height $x_n$. For a tangential direction $s$, exchanging derivatives gives

$$\frac{\partial}{\partial x_n}\frac{\partial u_i}{\partial s}=\frac{\partial b_i(x_n)}{\partial s}=0 .$$

The tangential gradient set at the interface therefore persists through the whole film.

Without body forces, equilibrium is $\partial\sigma_{ij}/\partial x_j=0$. Since $\sigma$ depends only on height, $\partial/\partial x_j=n_j\,d/dx_n$, and

$$\frac{d}{dx_n}(\sigma_{ij}n_j)=0 .$$

The traction $\sigma\mathbf n$ is thus the same at every height. It vanishes at the free surface, so it vanishes throughout. Inserting (1),

$$0=\sigma_{ij}n_j=C_{ijkl}n_jG_{kl}+C_{ijkl}n_jn_l\,b_k .$$

With the definitions

$$A_{ik}=C_{ijkl}n_jn_l,\qquad t_i=C_{ijkl}n_jG_{kl},$$

this becomes

$$\boxed{A\mathbf b=-\mathbf t,\qquad \mathbf b=-A^{-1}\mathbf t.} \tag{2}$$

Here $\mathbf t$ is the traction that the misfit would produce if the normal derivatives were held at zero. The relaxation $\mathbf b$ produces the opposite traction.

The matrix $A$ is the acoustic tensor. For a plane wave $\mathbf u=\mathbf a f(\mathbf x\cdot\mathbf n-vt')$, with $t'$ the time and $\rho$ the density, the equation of motion gives $\rho v^2\mathbf a=A\mathbf a$. The film is static, but the same matrix appears because in both problems the free part of the displacement varies only along $\mathbf n$.

### Why a solution exists

Assume that the quadratic form $S_{ij}C_{ijkl}S_{kl}$ is positive on symmetric tensors $S$, and let $c_{\min}$ be its least value for $S_{ij}S_{ij}=1$. When $C_{ijkl}=C_{klij}$, this is the lowest eigenvalue of $C$ on symmetric tensors. For a vector $\mathbf a$, let $S_{ij}=\tfrac12(a_in_j+a_jn_i)$. The index symmetries of $C$ give

$$\mathbf a\cdot A\mathbf a=C_{ijkl}a_in_ja_kn_l=S_{ij}C_{ijkl}S_{kl}\ge c_{\min}S_{ij}S_{ij}.$$

Squaring out the definition of $S$,

$$S_{ij}S_{ij}=\tfrac14\left(2\lvert\mathbf a\rvert^2+2(\mathbf a\cdot\mathbf n)^2\right)\ge\tfrac12\lvert\mathbf a\rvert^2 .$$

Every real eigenvalue of $A$ is therefore at least $c_{\min}/2$. When $C_{ijkl}=C_{klij}$, $A$ is symmetric and all its eigenvalues are real. The inverse exists for every plane, and $\mathbf b$ is unique.

### What a rotation changes

The value of $\mathbf b$ refers to the chosen orientation of the reference crystal. Add a small rotation, represented by an antisymmetric matrix $\Omega$. Since $\Omega=\Omega(I-\mathbf n\otimes\mathbf n)+(\Omega\mathbf n)\otimes\mathbf n$, the two parts of $H$ change as

$$G\to G+\Omega(I-\mathbf n\otimes\mathbf n),\qquad \mathbf b\to\mathbf b+\Omega\mathbf n .$$

The strain and stress stay the same, so the traction remains zero. A quoted $\mathbf b$ therefore needs its reference orientation. To first order in strain and rotation, the final angle between a named lattice row and the interface normal does not depend on that choice.

## Second derivation: least energy

Now use the elastic energy density and impose no condition on the traction:

$$W=\tfrac12H_{ij}C_{ijkl}H_{kl}.$$

An elastic energy implies the further symmetry $C_{ijkl}=C_{klij}$. On inserting (1), the two cross terms are equal, and

$$W(\mathbf b)=\tfrac12G_{ij}C_{ijkl}G_{kl}+\mathbf t\cdot\mathbf b+\tfrac12\mathbf b\cdot A\mathbf b .$$

Put $\mathbf b_0=-A^{-1}\mathbf t$, so that $\mathbf t=-A\mathbf b_0$. Completing the square gives

$$W(\mathbf b)=W_0+\tfrac12(\mathbf b-\mathbf b_0)\cdot A(\mathbf b-\mathbf b_0), \tag{3}$$

$$W_0=\tfrac12G_{ij}C_{ijkl}G_{kl}-\tfrac12\mathbf t\cdot A^{-1}\mathbf t .$$

Consider first displacements whose free part depends only on height. The energy per area is $\int W(\mathbf b(x_n))\,dx_n$. The bottom of the film is held, but its top can move, so $\mathbf b(x_n)$ may be chosen independently at each height. The integral is least when $\mathbf b=\mathbf b_0$ everywhere, which is (2).

The argument also covers a stack of coherent layers. Each layer has its own $C$ and $G$, and each takes its own $\mathbf b_0$, whatever its thickness, as long as continuum elasticity applies. Layers only a few atomic planes thick can deviate. This was tested by minimizing the total energy of a layered film with two stiffnesses and two misfits.

Equation (3) also prices an error. A trial $\mathbf b$ leaves the traction $\mathbf r=\mathbf t+A\mathbf b=A(\mathbf b-\mathbf b_0)$, so

$$W(\mathbf b)-W_0=\tfrac12\mathbf r\cdot A^{-1}\mathbf r. \tag{4}$$

Could a laterally varying displacement lower the energy further? Add $\boldsymbol\varphi(\mathbf x)$ to the solution in a uniform film, with $\boldsymbol\varphi=0$ at the interface and lateral periodicity. The first-order energy change is

$$\int\sigma_{ij}\frac{\partial\varphi_i}{\partial x_j}\,dV=\int_{\rm top}\varphi_i\sigma_{ij}n_j\,dS=0 .$$

The sides cancel by periodicity, the bottom gives nothing, and the top has no traction. The second-order change is the elastic energy of $\boldsymbol\varphi$ itself. It is positive unless $\boldsymbol\varphi$ has no strain, and a strain-free displacement that vanishes on the whole interface is zero. Within linear elasticity, the uniform state is thus the minimum among continuous displacements that keep the interface coherent and the film flat. Misfit dislocations lie outside this class. Above a critical thickness, of order 10 nm or less at 1% misfit, they lower the energy, and the coherent state is at best metastable. Transport of material that roughens the surface changes that shape and is a separate question.

## Equal biaxial misfit in a cubic film

Let the lattice parameters of film and substrate be $a_f$ and $a_s$, and let $\varepsilon=(a_s-a_f)/a_f$. Negative $\varepsilon$ means a compressed film. With the same lattice type and orientation on both sides, $G=\varepsilon(I-\mathbf n\otimes\mathbf n)$.

Define $3K=C_{11}+2C_{12}$, where $K$ is the bulk modulus. Cubic symmetry gives $C_{ijkk}=3K\delta_{ij}$. Also $C_{ijkl}n_jn_kn_l=(A\mathbf n)_i$. Hence

$$\mathbf t=\varepsilon(3K\mathbf n-A\mathbf n),\qquad
\mathbf b=\varepsilon(\mathbf n-3KA^{-1}\mathbf n). \tag{5}$$

To find $A^{-1}\mathbf n$, write the cubic stiffness in crystal axes as

$$C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})+h\sum_m\delta_{im}\delta_{jm}\delta_{km}\delta_{lm},$$

with $h=C_{11}-C_{12}-2C_{44}$. Contracting with $n_jn_l$ gives, without summation over $i$,

$$A_{ik}=d_i\delta_{ik}+q\,n_in_k,\qquad d_i=C_{44}+hn_i^2,\qquad q=C_{12}+C_{44}.$$

Column $k$ of $A$ is a diagonal entry $d_k$ plus the vector $qn_k\mathbf n$. In the determinant, terms that take the $\mathbf n$ part from two columns vanish, since those columns are parallel. What remains is

$$\Delta=\det A=d_1d_2d_3+q\left(n_1^2d_2d_3+n_2^2d_1d_3+n_3^2d_1d_2\right).$$

The inverse acts on $\mathbf n$ as

$$(A^{-1}\mathbf n)_i=\frac{n_id_jd_k}{\Delta},\qquad i,j,k\ \text{all different}. \tag{6}$$

To verify this, call the right side $y_i$. Then $d_iy_i=n_id_1d_2d_3/\Delta$, while $q\,\mathbf n\cdot\mathbf y$ is the second part of $\Delta$ divided by $\Delta$. Adding gives $(A\mathbf y)_i=n_i\Delta/\Delta=n_i$. No division by $d_i$ occurs, so the formula also holds when one $d_i$ vanishes, as can happen in a strongly anisotropic stable crystal. Positive definiteness of $A$ ensures $\Delta>0$.

For the energy, the same contractions give

$$G_{ij}C_{ijkl}G_{kl}=\varepsilon^2(9K-6K+\mathbf n\cdot A\mathbf n),$$

$$\mathbf t\cdot A^{-1}\mathbf t=\varepsilon^2(9K^2\,\mathbf n\cdot A^{-1}\mathbf n-6K+\mathbf n\cdot A\mathbf n).$$

Half their difference is

$$W_0=M\varepsilon^2,\qquad M=\frac{9K}{2}\left(1-K\,\mathbf n\cdot A^{-1}\mathbf n\right). \tag{7}$$

Since $\sigma\mathbf n=0$, the part $\mathbf b\otimes\mathbf n$ does not contribute to $W_0=\tfrac12\sigma_{ij}H_{ij}$. This leaves $W_0=\tfrac12\varepsilon\,\mathrm{tr}\,\sigma$, so the mean of the two in-plane normal stresses is $M\varepsilon$.

### Planes without shear

By (5), $\mathbf b$ is parallel to $\mathbf n$ when $\mathbf n$ is an eigenvector of $A$. The term $q\mathbf n\otimes\mathbf n$ always sends $\mathbf n$ to a multiple of itself. The remaining condition is that $d_i$ be equal for all nonzero $n_i$. If $h\ne0$, those $n_i^2$ must be equal, which selects {001}, {110} and {111}. On every other plane this misfit makes the anisotropic cubic film shear.

If $A\mathbf n=L\mathbf n$, then

$$b_n=\varepsilon\left(1-\frac{3K}{L}\right),\qquad M=\frac{9K}{2}\left(1-\frac KL\right).$$

For (001), $L=C_{11}$ and $b_n=-2C_{12}\varepsilon/C_{11}$. For (111), $L=(C_{11}+2C_{12}+4C_{44})/3$. An isotropic film has $h=0$ and never shears under equal biaxial misfit. With Lamé constants $\lambda,\mu$, it has $L=\lambda+2\mu$ and $b_n=-2\lambda\varepsilon/(\lambda+2\mu)$.

## The (123) film in numbers

For the opening film, $\varepsilon=-0.01$, $3K=280$ GPa, $h=-60$ GPa and $q=140$ GPa. The normal is $\mathbf n=(1,2,3)/\sqrt{14}$. Thus $d_1=80-60/14=75.71$ GPa, and likewise $d_2=62.86$ and $d_3=41.43$ GPa. The acoustic tensor is

$$A=\begin{pmatrix}85.71&20.00&30.00\\20.00&102.86&60.00\\30.00&60.00&131.43\end{pmatrix}\ \text{GPa}.$$

Its lowest eigenvalue is 55.0 GPa. The eigenvalues of $C$ on symmetric tensors are $C_{11}-C_{12}=100$, $2C_{44}=160$ and $3K=280$ GPa, so the general lower bound is 50 GPa.

The traction to be removed is $\mathbf t=(-0.172,-0.412,-0.790)$ GPa. From (6), with $\Delta=7.770\times10^5$ GPa³,

$$(A^{-1}\mathbf n)_3=\frac{0.80178\times75.714\times62.857}{7.770\times10^5}=0.004911\ \text{GPa}^{-1}.$$

Equation (5) then gives

$$b_3=-0.01(0.80178-280\times0.004911)=5.73\times10^{-3}.$$

The other components follow in the same way: $\mathbf b=(-0.165,0.697,5.733)\times10^{-3}$ in crystal axes. Along $[3\,0\,\bar1]$, $[\bar1\,5\,\bar3]$ and $\mathbf n$, the components are

$$(-1.97,\,-2.29,\,4.92)\times10^{-3}.$$

The compressed film expands along its normal and also shears. The lattice row that began along $\mathbf n$ leans by $\lvert\mathbf b_t\rvert=3.02\times10^{-3}$ rad, or 0.173°, where $\mathbf b_t$ is the tangential part of $\mathbf b$.

The principal in-plane stresses are $-2.25$ and $-1.97$ GPa, so equal misfit strains do not produce equal stresses here. Their mean, $-2.11$ GPa, agrees with $M\varepsilon$ for $M=211$ GPa. The energy density is $211\ \text{GPa}\times10^{-4}=21.1$ MJ/m³.

The normal-only shortcut has

$$b_n=-\frac{\mathbf t\cdot\mathbf n}{\mathbf n\cdot A\mathbf n}=\frac{0.900}{190.0}=4.74\times10^{-3}.$$

Its energy density is 21.37 MJ/m³, which is 0.26 MJ/m³ or 1.2% above the relaxed value. The energy error is modest for these constants because (4) is quadratic in the leftover traction, whose size here is only about a twelfth of the mean in-plane stress. Stronger anisotropy raises it: for $C_{11}=168$, $C_{12}=121$ and $C_{44}=75$ GPa on the same plane, the same formulas give an excess of 9.6%. The lean, by contrast, is lost completely.

| Plane | $b_n/\varepsilon$ | $\lvert\mathbf b_t\rvert/\lvert\varepsilon\rvert$ | $M$ (GPa) |
|---|---:|---:|---:|
| (001) | −0.750 | 0 | 175.0 |
| (110) | −0.474 | 0 | 213.7 |
| (111) | −0.400 | 0 | 224.0 |
| (113) | −0.604 | 0.405 | 195.5 |
| (123) | −0.492 | 0.302 | 211.1 |

The shortcut energy on (123) equals the true (110) energy at the same misfit. This follows from $\mathbf n\cdot A\mathbf n=C_{44}+q+h\sum_in_i^4$, where the last sum is $1/2$ for both normals. Repeating the energy algebra with normal relaxation alone replaces $L$ in the formula for $M$ by $\mathbf n\cdot A\mathbf n$. The shortcut therefore gives these two planes the same normal strain and energy, although it leaves a shear traction only on (123).

## What each derivation assumes

The force derivation needs a linear stress law, lateral uniformity, equilibrium and a known surface traction. It does not need an energy function or the symmetry $C_{ijkl}=C_{klij}$. If $A$ is invertible, it finds the balanced state, but it does not say whether that state is stable. An imposed surface traction $\boldsymbol\tau$ is easily included: the system becomes $A\mathbf b=\boldsymbol\tau-\mathbf t$.

The energy derivation needs a stored energy but does not assume zero traction. That condition emerges because the top is free to move. For an imposed constant traction, the work term $-\boldsymbol\tau\cdot\mathbf b$ must be added to $W$. In return, this route gives the energy, the cost of an incomplete relaxation and the stability of the solution.

The two stability statements differ in strength. Among displacements that vary only with height, it is enough that $A$ be positive definite for the given $\mathbf n$. The argument for laterally varying displacements used positive definiteness of $C$, which is a stronger condition. In an isotropic solid, for example, $A$ has eigenvalues $\mu,\mu,\lambda+2\mu$, and these can all be positive while $K=\lambda+2\mu/3$ is negative.

Both derivations fail near film edges, around dislocations and at a rough surface, where the fields vary laterally. In a piezoelectric film, such as a zincblende layer on (111) or (123), the stress also depends on the electric field. The results then hold as written only when that field is zero, and otherwise an electrical boundary condition must be added. Both are also leading order in strain. For a separate nonlinear spring crystal on (123), the linear $\mathbf b$ was compared with the uniform $\mathbf b$ that balances the nonlinear spring forces at fixed in-plane lattice vectors, without separate relaxation of the atomic planes near a surface. The difference, relative to the size of the linear $\mathbf b$, was 0.82% at a misfit strain of 0.01 and 0.41% at 0.005. The absolute error fell by a factor of 3.99 when the strain was halved, as expected for a quadratic correction. The percentages belong to that crystal, and other materials need not share them. The numerical output gives the remaining values.

## Computed results

```
C11, C12, C44 = 160, 60, 80 GPa
misfit strain eps = -0.010; plane (123)
n = 0.26726 0.53452 0.80178
t1 along [3 0 -1] = 0.94868 0.00000 -0.31623
t2 along [-1 5 -3] = -0.16903 0.84515 -0.50709
A row 1 (GPa): 85.7143 20.0000 30.0000
A row 2 (GPa): 20.0000 102.8571 60.0000
A row 3 (GPa): 30.0000 60.0000 131.4286
eigenvalues of A (GPa): 55.0498 73.8653 191.0849
t = (C:G)n (GPa): -0.17181 -0.41235 -0.79033
d1 d2 d3 (GPa): 75.7143 62.8571 41.4286
det A = 777002.9 GPa^3
A^-1 n (1/GPa): 0.0008957 0.0021578 0.0049110
b, crystal axes (1e-3): -0.1646 0.6968 5.7329
b along t1, t2, n (1e-3): -1.9691 -2.2904 4.9250
|b_t| = 3.0205 e-3
lean of [123] row = 0.1731 degree
stress 11, 22, 12 (GPa): -2.0068 -2.2142 -0.0996
principal in-plane stresses (GPa): -2.2543 -1.9667
mean in-plane stress = -2.1105 GPa
M = 211.051 GPa
W = 21.1051 MJ/m^3
shortcut b_n = 4.7368 e-3
shortcut traction t1, t2 (MPa): 128.108 119.834
shortcut traction size = 175.419 MPa
shortcut W = 21.3684 MJ/m^3
energy excess = 263.360 kJ/m^3
energy excess / W = 1.248 percent
plane: b_n/eps, |b_t|/|eps|, M (GPa)
(0, 0, 1): -0.7500, 0.0000, 175.000
(1, 1, 0): -0.4737, 0.0000, 213.684
(1, 1, 1): -0.4000, 0.0000, 224.000
(1, 1, 3): -0.6038, 0.4052, 195.475
(1, 2, 3): -0.4925, 0.3020, 211.051
planes scanned = 40; shear-free = 3
triclinic test, largest relative deviation = 2.6e-14
layer test, largest deviation of b = 7.8e-15
spring crystal, relative deviation at 0.01 = 0.816 percent
spring crystal, relative deviation at 0.005 = 0.409 percent
spring crystal, error ratio on halving strain = 3.994
```
